# First-order singles and the second-order energy of an ROHF reference: test program

```python
"""Second-order energy of a high-spin ROHF determinant Phi.
Result under test: with H0 = occupied-occupied and virtual-virtual blocks of
the alpha and beta Fock matrices f, and e their semicanonical eigenvalues,
  E2 = - sum_IA f_IA^2/(e_A-e_I)
       - 1/4 sum_IJAB <IJ||AB>^2/(e_A+e_B-e_I-e_J),
with first-order singles t_IA = -f_IA/(e_A-e_I).  I,J: occupied, A,B: virtual
spin orbitals.  In the ROHF orbitals the closed-virtual elements are
f_alpha = -K/2 and f_beta = +K/2, K = exchange with the open shell.
Example: triplet oxygen atom, 6-31G.  Internal unit: hartree.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from pyscf import gto, scf
from pyscf.fci import cistring, direct_spin1, direct_uhf, spin_op

EV = physical_constants["Hartree energy in eV"][0]
mol = gto.M(atom="O 0 0 0", basis="6-31g", spin=2, verbose=0)
hcore = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri_ao = mol.intor("int2e")
norb = mol.nao_nr()
nelec = mol.nelec
n_closed, n_alpha = nelec[1], nelec[0]
closed = slice(0, n_closed)
opened = slice(n_closed, n_alpha)
virtual = slice(n_alpha, norb)
labels = mol.ao_labels(fmt=None)


def transform(c1, c2, c3, c4):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri_ao, c1, c2, c3, c4,
                     optimize=True)


def fock_ao(orbitals):
    dens = [c[:, :n] @ c[:, :n].T for c, n in zip(orbitals, nelec)]
    coulomb = np.einsum("pqrs,rs->pq", eri_ao, dens[0] + dens[1])
    return [hcore + coulomb - np.einsum("prsq,rs->pq", eri_ao, d)
            for d in dens]


def fock_mo(orbitals):
    return [c.T @ f @ c for c, f in zip(orbitals, fock_ao(orbitals))]


def determinant_energy(orbitals):
    total = 0.0
    for c, f, n in zip(orbitals, fock_ao(orbitals), nelec):
        total += 0.5 * np.trace(c[:, :n].T @ (hcore + f) @ c[:, :n])
    return total


def character(vector):
    weight = {}
    for lab, x in zip(labels, vector):
        key = lab[2][-1] + lab[3]
        weight[key] = weight.get(key, 0.0) + x * x
    return max(weight, key=weight.get)


# Start from 2px(1) 2py(1) 2pz(2)
start = np.zeros((2, norb, norb))
for p, lab in enumerate(labels):
    if lab[2] in ("1s", "2s", "2p"):
        start[0, p, p] = 1.0
        if lab[2] != "2p" or lab[3] == "z":
            start[1, p, p] = 1.0


def converge(method):
    mf = method(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-7, 200
    mf.kernel(dm0=start)
    assert mf.converged
    return mf


rohf = converge(scf.ROHF)
order = np.argsort(-np.asarray(rohf.mo_occ), kind="stable")
c_rohf = np.asarray(rohf.mo_coeff)[:, order]
rohf_orbs = [c_rohf, c_rohf]
uhf = converge(scf.UHF)
uhf_orbs = [np.asarray(uhf.mo_coeff[s])[:, np.argsort(-uhf.mo_occ[s],
            kind="stable")] for s in (0, 1)]


def second_order(orbitals):
    """Derived formula, evaluated in semicanonical orbitals."""
    semi, gaps, fov, t_semi, t_back, e_singles = [], [], [], [], [], []
    for c, f, n in zip(orbitals, fock_mo(orbitals), nelec):
        u = np.zeros((norb, norb))
        for block in (slice(0, n), slice(n, norb)):
            v = np.linalg.eigh(f[block, block])[1]
            big = v[np.argmax(abs(v), axis=0), np.arange(v.shape[1])]
            u[block, block] = v * np.sign(big)
        g = u.T @ f @ u
        eps = np.diag(g)
        gap = eps[None, n:] - eps[:n, None]
        assert gap.min() > 0
        t = -g[:n, n:] / gap
        semi.append(c @ u)
        gaps.append(gap)
        fov.append(g[:n, n:])
        t_semi.append(t)
        t_back.append(u[:n, :n] @ t @ u[n:, n:].T)
        e_singles.append(np.sum(g[:n, n:] * t))
    occ = [c[:, :n] for c, n in zip(semi, nelec)]
    vir = [c[:, n:] for c, n in zip(semi, nelec)]
    e_doubles = []
    for s, r in ((0, 0), (1, 1), (0, 1)):
        g = transform(occ[s], vir[s], occ[r], vir[r])
        den = gaps[s][:, :, None, None] + gaps[r][None, None, :, :]
        if s == r:
            anti = g - g.transpose(0, 3, 2, 1)
            e_doubles.append(-0.25 * np.sum(anti**2 / den))
        else:
            e_doubles.append(-np.sum(g**2 / den))
    return dict(semi=semi, gaps=gaps, fov=fov, t=t_semi, t_back=t_back,
                singles=e_singles, doubles=e_doubles,
                total=sum(e_singles) + sum(e_doubles))


# Determinant-space machinery, independent of the derived formula
shape = tuple(cistring.num_strings(norb, n) for n in nelec)
phi = np.zeros(shape)
phi[0, 0] = 1.0


class DeterminantSpace:
    def __init__(self, orbitals):
        ca, cb = orbitals
        self.h = [c.T @ hcore @ c for c in orbitals]
        self.eri = [transform(ca, ca, ca, ca), transform(ca, ca, cb, cb),
                    transform(cb, cb, cb, cb)]
        self.f0, sums = [], []
        for f, n in zip(fock_mo(orbitals), nelec):
            f = f.copy()
            f[:n, n:] = 0.0
            f[n:, :n] = 0.0
            self.f0.append(f)
            occs = np.asarray(cistring.gen_occslst(range(norb), n))
            sums.append(np.diag(f)[occs].sum(axis=1))
        diagonal = sums[0][:, None] + sums[1][None, :]
        self.e0 = diagonal[0, 0]
        self.gap = diagonal - self.e0
        self.gap[0, 0] = 1.0

    def apply(self, lam, vector):
        """Action of H0 + lam*(H - H0)."""
        h1 = tuple((1 - lam) * f + lam * h for f, h in zip(self.f0, self.h))
        two = tuple(lam * g for g in self.eri)
        op = direct_uhf.absorb_h1e(h1, two, norb, nelec, 0.5)
        return direct_uhf.contract_2e(op, vector, norb, nelec).reshape(shape)

    def eigenpair(self, lam):
        """Eigenpair connected to Phi, with coefficient of Phi equal to 1."""
        c = phi.copy()
        for _ in range(400):
            hc = self.apply(lam, c)
            energy = hc[0, 0]
            residual = hc - energy * c
            if np.linalg.norm(residual) < 1e-11:
                return energy, c
            c = c - residual / self.gap
        raise AssertionError("eigenpair not converged")

    def derivatives(self, step=0.02):
        """Second-order energy, first- and second-order vectors."""
        rows = []
        for h in (step, 2 * step):
            ep, cp = self.eigenpair(h)
            em, cm = self.eigenpair(-h)
            rows.append(((ep + em - 2 * self.e0) / (2 * h * h),
                         (cp - cm) / (2 * h),
                         (cp + cm - 2 * phi) / (2 * h * h)))
        return [(4 * x - y) / 3 for x, y in zip(*rows)]


def single_entries(spin):
    """Address and phase of every single excitation of one spin."""
    n = nelec[spin]
    for i in range(n):
        for a in range(n, norb):
            string = (((1 << n) - 1) ^ (1 << i)) | (1 << a)
            address = int(cistring.str2addr(norb, n, string))
            index = (address, 0) if spin == 0 else (0, address)
            yield i, a - n, index, (-1) ** (n - 1 - i)


def singles_of(vector, spin):
    out = np.zeros((nelec[spin], norb - nelec[spin]))
    for i, a, index, sign in single_entries(spin):
        out[i, a] = sign * vector[index]
    return out


# Orbital slopes at deliberately non-stationary orbitals
rng = np.random.default_rng(7)
x = 0.2 * rng.standard_normal((norb, norb))
c_test = c_rohf @ expm(x - x.T)
fa, fb = fock_mo([c_test, c_test])
i, t, a = 1, n_closed, n_alpha + 1
for q, p, slope in ((i, a, 2 * (fa[a, i] + fb[a, i])),
                    (i, t, 2 * fb[t, i]), (t, a, 2 * fa[a, t])):
    gen = np.zeros((norb, norb))
    gen[p, q], gen[q, p] = 1.0, -1.0
    ends = []
    for d in (1e-4, -1e-4):
        c = c_test @ expm(d * gen)
        ends.append(determinant_energy([c, c]))
    assert abs((ends[0] - ends[1]) / 2e-4 - slope) < 1e-5

# Matrix elements of H between Phi and its single excitations
space = DeterminantSpace(rohf_orbs)
h_phi = space.apply(1.0, phi)
e_rohf = determinant_energy(rohf_orbs)
assert abs(h_phi[0, 0] - e_rohf) < 1e-9
assert abs(e_rohf - rohf.e_tot) < 1e-9
assert np.linalg.norm(space.apply(0.0, phi) - space.e0 * phi) < 1e-10
f_rohf = fock_mo(rohf_orbs)
h_single = [singles_of(h_phi, s) for s in (0, 1)]
for s, n in enumerate(nelec):
    assert np.allclose(h_single[s], f_rohf[s][:n, n:], atol=1e-9)
c_open = c_rohf[:, opened]
k_open = np.einsum("attj->aj", transform(c_rohf, c_open, c_open, c_rohf))
k_cv = k_open[closed, virtual]
alpha_cv = h_single[0][closed, :]
beta_cv = h_single[1][:, n_alpha - n_closed:]
assert np.allclose(alpha_cv, -0.5 * k_cv, atol=1e-6)
assert np.allclose(beta_cv, 0.5 * k_cv, atol=1e-6)
assert abs(h_single[0][opened, :]).max() < 1e-6
assert abs(h_single[1][:, :n_alpha - n_closed]).max() < 1e-6
assert abs(k_cv).max() > 1e-3

# Energy and singles against derivatives of the eigenpair
pt = second_order(rohf_orbs)
e2_numeric, psi1, _ = space.derivatives()
assert abs(e2_numeric - pt["total"]) < 1e-7
assert abs(e2_numeric - sum(pt["doubles"])) > 1e-5
for s in (0, 1):
    assert np.allclose(singles_of(psi1, s), pt["t_back"][s], atol=1e-6)

# UHF contrast
pt_u = second_order(uhf_orbs)
e2_u_numeric, psi1_u, psi2_u = DeterminantSpace(uhf_orbs).derivatives()
assert abs(e2_u_numeric - pt_u["total"]) < 1e-7
u_first = max(abs(singles_of(psi1_u, s)).max() for s in (0, 1))
u_second = max(abs(singles_of(psi2_u, s)).max() for s in (0, 1))
assert u_first < 1e-6 and u_second > 1e-4


# Spin purity of the interacting vector and of the first-order function
def spin_error(vector):
    s2 = spin_op.contract_ss(vector, norb, nelec).reshape(shape)
    return np.linalg.norm(s2 - 2.0 * vector)


q_h_phi = h_phi.copy()
q_h_phi[0, 0] = 0.0
no_singles = q_h_phi.copy()
for s in (0, 1):
    for _, _, index, _ in single_entries(s):
        no_singles[index] = 0.0
err_full, err_cut, err_psi1 = map(spin_error, (q_h_phi, no_singles, psi1))
assert err_full < 1e-5 and err_cut > 1e-3 and err_psi1 > 1e-4

e_uhf = determinant_energy(uhf_orbs)
e_fci = direct_spin1.kernel(space.h[0], space.eri[0], norb, nelec,
                            tol=1e-10)[0]
assert e_fci < e_uhf < e_rohf

print("O atom, triplet, 6-31G; spatial orbitals:", norb)
print("closed, open, virtual orbitals:", n_closed, n_alpha - n_closed,
      norb - n_alpha)
print("determinants in full space:", shape[0] * shape[1])
print(f"E(ROHF) = {e_rohf*EV:.4f} eV = {e_rohf:.6f} hartree")
print("ROHF-orbital closed-virtual elements (eV): K, f_alpha, f_beta")
for i in range(n_closed):
    for a in range(norb - n_alpha):
        if abs(k_cv[i, a]) > 1e-5:
            print(f" closed {i+1} ({character(c_rohf[:, i])}) -> virtual "
                  f"{a+1} ({character(c_rohf[:, n_alpha+a])}): "
                  f"{k_cv[i, a]*EV:.4f}, {alpha_cv[i, a]*EV:.4f}, "
                  f"{beta_cv[i, a]*EV:.4f}")
print("semicanonical singles: f (eV), gap (eV), t, energy (eV)")
for s, name in enumerate(("alpha", "beta")):
    n = nelec[s]
    for i in range(n):
        for a in range(norb - n):
            f, t = pt["fov"][s][i, a], pt["t"][s][i, a]
            if abs(f) > 1e-5:
                print(f" {name} {i+1} ({character(pt['semi'][s][:, i])})"
                      f" -> {a+1} ({character(pt['semi'][s][:, n+a])}): "
                      f"{f*EV:.4f}, {pt['gaps'][s][i, a]*EV:.3f}, "
                      f"{t:.6f}, {f*t*EV:.6f}")
for name, g in zip(("alpha", "beta"), pt["gaps"]):
    print(f"smallest {name} gap = {g.min()*EV:.3f} eV")
print(f"singles energy alpha = {pt['singles'][0]*EV:.5f} eV")
print(f"singles energy beta = {pt['singles'][1]*EV:.5f} eV")
e_s, e_d = sum(pt["singles"]), sum(pt["doubles"])
print(f"singles energy total = {e_s*EV:.5f} eV = {e_s:.7f} hartree")
for name, e in zip(("alpha-alpha", "beta-beta", "alpha-beta"),
                   pt["doubles"]):
    print(f"doubles energy {name} = {e*EV:.5f} eV")
print(f"doubles energy total = {e_d*EV:.5f} eV")
print(f"E2 formula = {pt['total']*EV:.5f} eV = {pt['total']:.7f} hartree")
print(f"E2 from eigenvalue derivative = {e2_numeric*EV:.5f} eV")
print(f"formula minus derivative = {(pt['total']-e2_numeric)*EV:.1e} eV")
print(f"singles share of E2 = {100*e_s/pt['total']:.2f} percent")
print(f"E(ROHF)+E2 = {(e_rohf+pt['total'])*EV:.4f} eV")
print(f"E(UHF)-E(ROHF) = {(e_uhf-e_rohf)*EV:.5f} eV")
print(f"UHF-based E2 = {pt_u['total']*EV:.5f} eV")
print(f"E(UHF)+E2 = {(e_uhf+pt_u['total'])*EV:.4f} eV")
print(f"full CI minus ROHF, same basis = {(e_fci-e_rohf)*EV:.5f} eV")
print(f"UHF largest first-order single = {u_first:.1e}")
print(f"UHF largest second-order single = {u_second:.6f}")
print(f"norm (S^2-2) Q H Phi = {err_full*EV:.1e} eV")
print(f"same with singles removed = {err_cut*EV:.4f} eV")
print(f"norm (S^2-2) Psi1 = {err_psi1:.6f}")
print("tests ok")
```

Printed output:

```
O atom, triplet, 6-31G; spatial orbitals: 9
closed, open, virtual orbitals: 3 2 4
determinants in full space: 10584
E(ROHF) = -2034.8194 eV = -74.778234 hartree
ROHF-orbital closed-virtual elements (eV): K, f_alpha, f_beta
 closed 1 (s) -> virtual 4 (s): 1.1015, -0.5507, 0.5507
 closed 2 (s) -> virtual 4 (s): 1.8611, -0.9306, 0.9306
 closed 3 (pz) -> virtual 1 (pz): -0.7408, 0.3704, -0.3704
semicanonical singles: f (eV), gap (eV), t, energy (eV)
 alpha 1 (s) -> 4 (s): -0.5526, 595.118, 0.000928, -0.000513
 alpha 2 (s) -> 4 (s): -0.9295, 69.604, 0.013354, -0.012412
 alpha 5 (pz) -> 3 (pz): 0.3704, 46.284, -0.008003, -0.002964
 beta 1 (s) -> 4 (s): 0.5490, 595.597, -0.000922, -0.000506
 beta 2 (s) -> 4 (s): 0.9316, 63.367, -0.014702, -0.013697
 beta 3 (pz) -> 3 (pz): -0.3704, 45.006, 0.008230, -0.003049
smallest alpha gap = 44.601 eV
smallest beta gap = 17.536 eV
singles energy alpha = -0.01589 eV
singles energy beta = -0.01725 eV
singles energy total = -0.03314 eV = -0.0012179 hartree
doubles energy alpha-alpha = -0.35333 eV
doubles energy beta-beta = -0.03918 eV
doubles energy alpha-beta = -0.99042 eV
doubles energy total = -1.38293 eV
E2 formula = -1.41607 eV = -0.0520396 hartree
E2 from eigenvalue derivative = -1.41607 eV
formula minus derivative = -1.9e-09 eV
singles share of E2 = 2.34 percent
E(ROHF)+E2 = -2036.2355 eV
E(UHF)-E(ROHF) = -0.05648 eV
UHF-based E2 = -1.37740 eV
E(UHF)+E2 = -2036.2533 eV
full CI minus ROHF, same basis = -1.66463 eV
UHF largest first-order single = 3.0e-10
UHF largest second-order single = 0.005755
norm (S^2-2) Q H Phi = 6.6e-14 eV
same with singles removed = 4.5720 eV
norm (S^2-2) Psi1 = 0.020310
tests ok
```
